# Why the mean excitation energy of hydrogen 1S lies far above ionization, part 2

The mean excitation energy $k_0$ in the nonrelativistic 1S self-energy of hydrogen is 19.8 Ry. Why does it lie so far above the ionization energy of 1 Ry, and how much of it follows from the $E^{-3/2}$ fall of the oscillator density weighted with the square of the energy?

The model is nonrelativistic hydrogen with infinite nuclear mass in the dipole approximation. Operators are in hartree atomic units, $H=p^2/2+V$, $V=-1/r$, with ground state $\psi_0$ of energy $E_0$. The excitation energy is $\omega_n=E_n-E_0$ in hartree and $w_n=2\omega_n$ in rydberg; in the continuum $w=1+k^2$, with $k$ in inverse bohr and $y=1/k$. Sums over $n$ include the continuum. The oscillator strengths are $f_n$, with $S(j)=\sum_nf_nw_n^j$.

With photon energies cut at $K$ (in rydberg) and $\alpha$ the fine-structure constant, the level shift is

$$\Delta E=\frac{2\alpha^3D}{3\pi}\Big[\ln\frac{K}{k_0}+\Big\langle\ln\Big(1+\frac wK\Big)\Big\rangle\Big],$$

$$D=\sum_n\omega_n|\mathbf p_{n0}|^2,\qquad \langle X\rangle=\frac1D\sum_n\omega_n|\mathbf p_{n0}|^2X(w_n),\qquad \ln k_0=\langle\ln w\rangle .$$

The weight can be written in several forms, and closure gives its norm:

$$\omega_n|\mathbf p_{n0}|^2=\omega_n^3|\mathbf r_{n0}|^2=\tfrac32\,\omega_n^2f_n=\frac{|(\nabla V)_{n0}|^2}{\omega_n},$$

$$D=\tfrac12\langle0|\nabla^2V|0\rangle=2\pi|\psi_0(0)|^2=2.$$

The normalized weight is $\frac3{16}w_n^2f_n$ on bound levels. In the continuum its density per rydberg is $g(w)=\frac3{16}\,w^2\frac{df}{dw}$, and the exact result is

$$\frac{df}{dw}=\frac{128}{3}\,\frac{F}{w^4},\qquad g=\frac{8F}{w^2},\qquad F=\frac{e^{-4\arctan k/k}}{1-e^{-2\pi/k}}=\frac{e^{4y\arctan y}}{e^{2\pi y}-1}.$$

For large $w$, with $x=w^{-1/2}$,

$$g=\frac4\pi w^{-3/2}\Big[1-\pi w^{-1/2}+\Big(\frac{\pi^2}3+\frac72\Big)w^{-1}+\dots\Big].$$

Plane-wave final states give the approximation

$$g_{\rm PW}(w)=\frac{4}{\pi kw}\Big(1-\frac{\arctan k}{k}\Big)^2.$$

### What a power law does to a mean

Let $T(W)=\int_W^\infty g\,dw$. Integrating the expansion,

$$T(W)=\frac8\pi W^{-1/2}-\frac4W+\dots$$

A factor of 100 in energy lowers the remaining weight by only a factor of 10, at leading order. The first moment cut at $W$ has integrand $wg\approx\frac4\pi w^{-1/2}-4/w$ and grows as $\frac8\pi\sqrt W-4\ln W$; computed with the full spectrum it is 12.55, 224.7 and 2498 Ry for $W=10^2,10^4,10^6$ Ry. The operator statement agrees: $\langle\omega\rangle=\sum_n|(\nabla V)_{n0}|^2/D=\langle0|r^{-4}|0\rangle/D$, which diverges as $\int dr/r^2\sim1/r_{\min}\sim\sqrt W$.

The logarithmic mean is finite. For a pure law $w^{-p}$ above $W_0$, the variable $\tau=\ln(w/W_0)$ has density proportional to $w^{-p}\,dw/d\tau\propto e^{-(p-1)\tau}$. This is an exponential distribution with mean $1/(p-1)$:

$$\langle\ln w\rangle=\ln W_0+\frac1{p-1}.$$

For $p=3/2$ the geometric mean is $e^2W_0$, which is 7.389 Ry if the law starts at ionization. The weights with lower powers of the energy have steeper tails. Since $df/dw\sim w^{-7/2}$, the weights $f$, $wf$ and $w^2f$ have $p=7/2,\,5/2,\,3/2$ and $1/(p-1)=0.400,\,0.667,\,2$. Their geometric means over the full hydrogen spectrum are 1.1018, 1.7698 and 19.77 Ry. The first two are not set by the tail alone, since bound levels hold more than half of the weight $f$ and about a third of $wf$. The next weight, $w^3f$, has $p=1/2$ and no norm.

For the true spectrum, integrate by parts with $g=-dT/dw$; the boundary term $T\ln w$ vanishes at $w=1$ and at infinity:

$$\ln k_0=L_{\rm disc}+\int_1^\infty T(W)\frac{dW}{W},\qquad L_{\rm disc}=\frac3{16}\sum_nw_n^2f_n\ln w_n .$$

The bound levels carry little. The 2p level has $f=0.41620$ but weight only $\frac3{16}\cdot\frac9{16}\cdot0.41620=0.044$; all bound levels together have weight 0.06766, leaving $T(1)=0.93234$, and $L_{\rm disc}=-0.01449$.

### The density always falls more slowly than the law

The function $h=w^{3/2}g$ increases monotonically with $w$ to its limit $4/\pi$. To see this, write $h=8w^{-1/2}F$ with $w^{-1/2}=y/\sqrt{1+y^2}$. Since $y$ decreases as $w$ grows, the claim is $d\ln h/dy<0$. Differentiating each factor,

$$\frac{d\ln h}{dy}=\frac1y-\frac y{1+y^2}+4\arctan y+\frac{4y}{1+y^2}-\frac{2\pi e^{2\pi y}}{e^{2\pi y}-1},$$

and the last term equals $\pi+\pi\coth\pi y$. The condition is

$$\frac1y+\frac{3y}{1+y^2}+4\arctan y<\pi+\pi\coth\pi y .$$

For $k\le4$, note that $y/(1+y^2)=k/(1+k^2)$ and $4\arctan y=2\pi-4\arctan k$, so the left side is $2\pi-\varphi(k)$ with $\varphi=4\arctan k-k-3k/(1+k^2)$. The right side exceeds $2\pi$, so $\varphi>0$ suffices. Now $\varphi(0)=0$ and

$$\varphi'=\frac{4(1+k^2)-(1+k^2)^2-3(1-k^2)}{(1+k^2)^2}=\frac{k^2(5-k^2)}{(1+k^2)^2}.$$

The function rises up to $k=\sqrt5$ and then falls, and $\varphi(4)=0.5974>0$; it is therefore positive on $0<k\le4$. For $k\ge4$, $y\le1/4$: $\tanh\pi y<\pi y$ gives $\pi\coth\pi y>1/y$, while $3y/(1+y^2)+4\arctan y<7y\le7/4<\pi$. Adding the two inequalities gives the condition.

Equivalently, the local exponent $p(w)=-d\ln g/d\ln w=\frac32-d\ln h/d\ln w$ stays below $3/2$. At threshold $\arctan k/k=1-k^2/3+\dots$ and $e^{-2\pi/k}$ is negligible to all orders, so $\ln g=\text{const}-2\ln w+\frac43(w-1)$ and $p(1)=2/3$. At large $w$, $\ln h=\text{const}-\pi x$ with $dx/d\ln w=-x/2$, so $p=\frac32-\frac\pi2w^{-1/2}+\dots$. The computed approach is slow:

| $W$ (Ry) | $T(W)$ | $p(W)$ | $h/(4/\pi)$ |
|---|---|---|---|
| 2 | 0.82063 | 0.8467 | 0.1924 |
| 10 | 0.53156 | 1.1336 | 0.4285 |
| 20 | 0.41850 | 1.2204 | 0.5355 |
| 100 | 0.21971 | 1.3594 | 0.7430 |
| $10^4$ | 0.02507 | 1.4845 | 0.9693 |

At 20 Ry, next to $k_0$ itself, $g$ is only 54% of the asymptotic law. The weight per logarithmic interval, $wg$, rises while $p<1$ and peaks at 4.27 Ry. Half of the total weight lies above 12.0 Ry.

### Bounds

The monotonic $h$ brackets $T$. Substituting $w=Ws$, for $W>1$,

$$T(W)=W^{-1/2}\int_1^\infty h(Ws)\,s^{-3/2}ds>W^{-1/2}\int_1^\infty h(s)\,s^{-3/2}ds=T(1)\,W^{-1/2}.$$

From above, $h<4/\pi$ gives $T<\frac8\pi W^{-1/2}$, and $T(W)<T(1)$ because $g>0$. The two upper limits cross at $W_1=[8/(\pi T(1))]^2=7.4598$ Ry. Using $\int_{W}^\infty W'^{-3/2}dW'=2W^{-1/2}$ and $\frac8\pi W_1^{-1/2}=T(1)$,

$$L_{\rm disc}+2T(1)<\ln k_0<L_{\rm disc}+T(1)\,(\ln W_1+2).$$

The lower limit spreads the continuum weight as a pure law from threshold; the upper limit leaves a gap up to $W_1$ and then follows the asymptote with its true coefficient. In numbers,

$$-0.01449+2\times0.93234=1.8502,\qquad -0.01449+0.93234\times(2.0095+2)=3.7238,$$

so $6.36\ \text{Ry}<k_0<41.4\ \text{Ry}$. This is what the exponent, its coefficient, the monotonic approach and the small bound-state share establish: $k_0$ exceeds six times the ionization energy. Neither limit is an estimate of $k_0$.

### The number

Let $e(W)$ be the mean of $\ln(w/W)$ over the weight above $W$. A pure $w^{-3/2}$ law has $e=2$ for every $W$. The exact $g$ gives $e=3.2162,\ 2.1519,\ 2.0016$ for $W=1,\ 10^2,\ 10^6$ Ry. Then

$$\ln k_0=L_{\rm disc}+T(1)\,e(1)=-0.01449+0.93234\times3.2162=2.9841 .$$

Of $e(1)$, 2 is the pure law and 1.2162 is due to the flatter start. A pure law holding the weight $T(1)$ would begin at $T(1)/2=0.466$ per Ry; the true density begins at 0.147, and the missing weight sits higher up. By decades:

| $w$ (Ry) | weight | part of $\ln k_0$ |
|---|---|---|
| bound | 0.06766 | $-0.01449$ |
| 1 to 10 | 0.40078 | 0.47249 |
| 10 to $10^2$ | 0.31185 | 1.04157 |
| $10^2$ to $10^3$ | 0.14301 | 0.79756 |
| $10^3$ to $10^4$ | 0.05163 | 0.40556 |
| above $10^4$ | 0.02507 | 0.28144 |

The last column adds to 2.98413. States above 100 Ry hold 22% of the weight and supply $0.79756+0.40556+0.28144=1.48456$, half of the logarithm. The result, for this model, is

$$\ln k_0=2.98413,\qquad k_0=19.769\ \text{Ry}=268.97\ \text{eV}.$$

The same number can be had without any excited state. Start from $\ln w=\int_0^\infty[\frac1{1+\kappa}-\frac1{w+\kappa}]d\kappa$, whose antiderivative is $\ln\frac{1+\kappa}{w+\kappa}$. Insert $\frac1{w+\kappa}=\frac1\kappa-\frac{w}{\kappa(w+\kappa)}$ and $\frac1{1+\kappa}-\frac1\kappa=-\frac1{\kappa(1+\kappa)}$:

$$\ln w=\int_0^\infty\frac{d\kappa}\kappa\Big[\frac w{w+\kappa}-\frac1{1+\kappa}\Big].$$

With the weight $|(\nabla V)_{n0}|^2/(\omega_nD)$ and $w/(w+\kappa)=\omega/(\omega+\kappa/2)$, the factor $\omega_n$ cancels and closure gives $\langle w/(w+\kappa)\rangle=R(\kappa)/D$, where

$$R(\kappa)=\langle\nabla V\psi_0|\,(H-E_0+\kappa/2)^{-1}|\nabla V\psi_0\rangle,\qquad R(0)=D .$$

Each $R(\kappa)$ needs one inhomogeneous $p$-wave radial equation. The tail predicts $R/D\to\frac4\pi\int_0^\infty\frac{w^{-1/2}dw}{w+\kappa}=4/\sqrt\kappa$, by the substitution $w=\kappa q^2$, which gives $2\kappa^{-1/2}\int_0^\infty dq/(1+q^2)=\pi/\sqrt\kappa$. Solved on a grid in $\ln r$, this road gives $D=2.0000000$, $\sqrt\kappa R/D=3.9933$ at $\kappa=10^8$, and $\ln k_0=2.9841286$, the same digits as the spectral sum.

### Removing the cause

If the singular force is responsible, smoothing it must bring $k_0$ down. Take the model $V=-1/\sqrt{r^2+a^2}$. Then $V'=r/(r^2+a^2)^{3/2}$ is bounded and $\nabla^2V=r^{-2}(r^2V')'=3a^2/(r^2+a^2)^{5/2}$ replaces the delta function. The arithmetic mean $2\langle V'^2\rangle/D$ (in Ry) is now finite, which excludes a $w^{-3/2}$ tail, and because the logarithm is concave it bounds $k_0$ from above. The force differs from $1/r^2$ for $r\lesssim a$, so the tail is suppressed for $k\gtrsim1/a$, $w\gtrsim1/a^2$. The resolvent road gives, with $I$ the binding energy:

| $a$ (bohr) | $I$ (Ry) | $k_0$ (Ry) | $k_0/I$ | arithmetic mean (Ry) |
|---|---|---|---|---|
| 0.01 | 0.9986 | 14.10 | 14.12 | 216.3 |
| 0.1 | 0.9483 | 5.19 | 5.47 | 16.7 |
| 1 | 0.5498 | 0.661 | 1.20 | 0.957 |

The program asserts that $k_0$ falls as $a$ grows through these values, that it stays below the arithmetic mean, and that $R(0)=\frac12\langle\nabla^2V\rangle$. At $a=0.01$ the binding energy drops by 0.14% of its Coulomb value and $k_0$ by 29% of its Coulomb value. A sharp cut of the Coulomb weight at $1/a^2=10^4$ Ry would give $(2.98413-0.28144)/(1-0.02507)=2.772$, a drop of 0.21 in the logarithm, whereas the model gives $\ln14.10=2.646$, a drop of 0.34. Most of the difference arises because the suppression is gradual and begins well below $1/a^2$. The Fourier transform of the soft potential is $-4\pi aK_1(ka)/k$, with $K_1$ the modified Bessel function, so for plane-wave final states and constant $\psi_0$ the squared force element is the Coulomb one times $[ka\,K_1(ka)]^2$. This factor is already 0.84 at $ka=0.3$, that is at $w\approx0.09/a^2$, and 0.36 at $ka=1$. Multiplying the exact Coulomb continuum density by it, with the bound levels unchanged, gives $\ln k_0=2.660$, close to the 2.646 of the model. At $a=1$ no short scale is left and $k_0$ is 1.2 times the binding energy.

### Effect on the shift, and where the picture ends

The prefactor of the shift is $2\alpha^3D/(3\pi)$ hartree $=8\alpha^3/(3\pi)$ Ry $=1085.15$ MHz. The simplest estimate cuts the photon energy at $K=mc^2=2/\alpha^2=37557.7$ Ry and keeps only $\ln(K/k_0)=10.5336-2.9841=7.5495$:

$$\Delta E\approx1085.15\times7.5495=8192\ \text{MHz}.$$

Setting $k_0=1$ Ry would give $1085.15\times10.5336=11431$ MHz, 40% more than this estimate. The cut at exactly $mc^2$ is a choice: a factor of two in $K$ moves the estimate by $1085.15\times\ln2=752$ MHz, so on its own it should be read as about 8 GHz. A relativistic treatment fixes the constant beside the logarithm; the standard leading-order self-energy result, quoted here and not derived, is $5/6-\ln2=0.14$, which adds about 150 MHz.

The slow tail also sets the error of the step that defined $k_0$. About nine tenths of the dropped term comes from $w>K/10$, where the leading law holds to about 5%. Integrating by parts,

$$\Big\langle\ln\Big(1+\frac wK\Big)\Big\rangle\approx\frac4\pi\int_0^\infty w^{-3/2}\ln\Big(1+\frac wK\Big)dw=\frac8\pi\int_0^\infty\frac{w^{-1/2}dw}{K+w}=\frac8{\sqrt K}.$$

This is 0.0413, against 0.0402 from the exact $g$. With $K=2/\alpha^2$ it equals $4\sqrt2\,\alpha$: a weight with a finite first moment would give $\langle w\rangle/K$, of order $\alpha^2$, and the tail makes it one power of $\alpha$ larger. In the same way $T(K)=0.013$ of the weight lies above $mc^2$, where the nonrelativistic Hamiltonian and the dipole approximation both fail. The quantity $k_0$ is defined with the whole nonrelativistic spectrum and is exact within that model; the part of $\ln k_0$ from above $mc^2$, about $T(K)(\ln K+2)=0.16$, is of order $\alpha\ln(1/\alpha)$ and comes from a region where the model fails. This number is a size, not a prediction of the relativistic correction. For nuclear charge $Z$ the Coulomb problem scales so that all $w$ are measured in $Z^2$ Ry. Then $k_0=19.77\,Z^2$ Ry, the dropped term grows to $4\sqrt2\,Z\alpha$ at leading order, and the separation of $\ln K$ from $\ln k_0$ loses its meaning when $Z\alpha$ is no longer small.

## Calculated quantities

```
S(0) = 1.00000000, S(1) = 1.33333333 Ry, S(2) = 5.33333333 Ry^2
grid: E0 = -0.50000000 hartree, D = 2.0000000 a.u.
f(1s-2p) = 0.41620, df/dw at threshold = 0.78147 1/Ry
g at threshold = 0.14653 1/Ry, 4/pi = 1.27324, 8/pi = 2.54648
second tail coefficient pi^2/3+7/2 = 6.7899
k = 30 1/bohr, w = 901 Ry: g = 4.24853e-05 1/Ry
  plane wave g = 4.24002e-05, leading law = 4.70785e-05 1/Ry
discrete: weight = 0.06766, L_disc = -0.01449; T(1) = 0.93234
w 1..10 Ry: weight = 0.40078, part of ln k0 = 0.47249
w 10..100 Ry: weight = 0.31185, part of ln k0 = 1.04157
w 100..1000 Ry: weight = 0.14301, part of ln k0 = 0.79756
w 1000..10000 Ry: weight = 0.05163, part of ln k0 = 0.40556
w 10000..inf Ry: weight = 0.02507, part of ln k0 = 0.28144
W = 2 Ry: T = 0.82063, exponent = 0.8467, g/leading = 0.1924
W = 10 Ry: T = 0.53156, exponent = 1.1336, g/leading = 0.4285
W = 20 Ry: T = 0.41850, exponent = 1.2204, g/leading = 0.5355
W = 100 Ry: T = 0.21971, exponent = 1.3594, g/leading = 0.7430
W = 10000 Ry: T = 0.02507, exponent = 1.4845, g/leading = 0.9693
exponent at threshold = 0.667
median of weight = 12.036 Ry, peak of w*g at 4.269 Ry
<ln(w/W)> above W = 1, 1e2, 1e6 Ry: 3.2162, 2.1519, 2.0016
first moment of weight cut at 100 Ry = 12.55 Ry
first moment of weight cut at 10000 Ry = 224.73 Ry
first moment of weight cut at 1e+06 Ry = 2498.29 Ry
pure w^(-3/2) from 1 Ry: k0 = 7.389 Ry
phi(4) = 0.5974, W1 = 7.4598 Ry
bounds: 1.8502 < ln k0 < 3.7238
bounds: 6.36 Ry < k0 < 41.42 Ry
ln k0 spectrum = 2.9841286, resolvent = 2.9841286
sqrt(kappa) R/D at kappa = 1e8 Ry: 3.9933 Ry^(1/2)
k0 = 19.7693 Ry = 268.97 eV (1 Ry = 13.6057 eV)
weight w^0 f: tail p = 3.5, 1/(p-1) = 0.400, geometric mean = 1.1018 Ry
weight w^1 f: tail p = 2.5, 1/(p-1) = 0.667, geometric mean = 1.7698 Ry
weight w^2 f: tail p = 1.5, 1/(p-1) = 2.000, geometric mean = 19.7693 Ry
soft a = 0.01 bohr: I = 0.9986 Ry, k0 = 14.0982 Ry, k0/I = 14.118, arith. mean = 216.305 Ry
soft a = 0.1 bohr: I = 0.9483 Ry, k0 = 5.1887 Ry, k0/I = 5.471, arith. mean = 16.715 Ry
soft a = 1 bohr: I = 0.5498 Ry, k0 = 0.6608 Ry, k0/I = 1.202, arith. mean = 0.957 Ry
alpha = 0.007297353, K = mc^2 = 37557.7 Ry, T(K) = 0.01303
<ln(1+w/K)> = 0.04024, 8/sqrt(K) = 0.04128
prefactor = 1085.15 MHz, ln(K/k0) = 7.5495, ln(K/Ry) = 10.5336
Bethe estimate 1S: 8192 MHz; with k0 = 1 Ry: 11431 MHz
```
